# Peak switching current in the KAI law and its n = 1 limit

## Problem

A uniformly polarized ferroelectric plate is switched from polarization $-P$ to $+P$ by a field step applied at $t=0$. After the step the field is constant. The Kolmogorov–Avrami–Ishibashi (KAI) law gives the switched volume fraction as

$$c(t)=1-\exp\left[-\left(\frac{t}{t_0}\right)^n\right],\qquad t\ge 0,$$

with a constant switching time $t_0>0$ and a constant exponent $n$.

1. At what time is the switching current largest when $n>1$? How large is it then, and how much of the plate has switched?
2. What happens to this maximum at $n=1$, and why?
3. Evaluate the results for $t_0=2\ \mu\mathrm{s}$ and $P=0.25\ \mathrm{C/m^2}$. These are round model parameters, not those of a named material.

The average polarization is $-P(1-c)+Pc=-P+2Pc$, so the switching current density is

$$j(t)=2P\,\frac{dc}{dt}.$$

Its time integral is $2P$, since $c$ runs from 0 to 1. The charging current of the linear dielectric response is left out.

**What the law assumes.** Nuclei of the new orientation appear independently at random places in a large sample, and their walls move at constant speed. Let $N(t)$ be the mean number of nuclei whose domains would have reached a given point by time $t$, if each grew without obstruction. For independent nuclei the actual number has a Poisson distribution, so the probability that none has arrived is $e^{-N}$. This is the unswitched fraction $1-c$. The KAI law is the case $N=(t/t_0)^n$. These assumptions restrict $n$. For point nuclei growing in $d$ dimensions, $N/t^d$ cannot decrease, so $n\ge d$. In one dimension a nucleation rate $J(t)$ per length gives $d^2N/dt^2=2vJ$, where $v$ is the wall speed, so a non-integer $n>1$ needs a rate that varies as $t^{n-2}$, and $n<1$ would need a negative rate. An exponent below 1 is therefore only a fitting form, not a case of this mechanism.

## First estimate by scaling

The only time in the law is $t_0$, so the peak time must be $t_0$ times a function of $n$. The charge $2P$ passes in a time of order $t_0$, which suggests a peak current density of order $2P/t_0$.

The function of $n$ can be estimated from the two influences on the current. Since $1-c=e^{-N}$,

$$\frac{dc}{dt}=\frac{dN}{dt}\,e^{-N}=h(t)\,(1-c),\qquad h(t)=\frac{dN}{dt}=\frac{n\,t^{n-1}}{t_0^n}.$$

Here $h$ is the switching rate per unit of unswitched fraction. For $n>1$ it grows, with relative growth rate $h'/h=(n-1)/t$. The unswitched fraction shrinks, with a relative rate of roughly $1/t_0$. The current stops rising when the two rates are equal:

$$\frac{n-1}{t}\sim\frac{1}{t_0}\quad\Longrightarrow\quad t\sim(n-1)\,t_0 .$$

This cannot hold for large $n$. At $t=t_0$ the actual depletion rate is $h=n/t_0$, which already exceeds the growth rate $(n-1)/t_0$. Later $h$ rises further and the growth rate falls, so the peak cannot lie beyond $t_0$. The estimate is therefore cut off at $t_0$:

$$t_{\rm est}=\begin{cases}(n-1)\,t_0, & 1<n\le 2,\\ t_0, & n\ge 2,\end{cases}\qquad j_{\rm est}=\frac{2P}{t_0}.$$

It already suggests that the peak moves to $t=0$ as $n$ approaches 1.

## Exact solution

### The stationary point for $n>1$

Write $u=(t/t_0)^n$. The chain rule gives

$$\frac{du}{dt}=\frac{n}{t_0}\left(\frac{t}{t_0}\right)^{n-1}=\frac{n\,u}{t}\quad(t>0).$$

Since $c=1-e^{-u}$, its derivative is $e^{-u}\,du/dt$, and

$$j=\frac{2Pn}{t_0}\left(\frac{t}{t_0}\right)^{n-1}e^{-u}.$$

For $t>0$ the current is positive, so $j'$ has the same sign as the derivative of $\ln j$. From

$$\ln j=\ln\frac{2Pn}{t_0}+(n-1)\ln\frac{t}{t_0}-u$$

one finds

$$\frac{j'}{j}=\frac{n-1}{t}-\frac{n\,u}{t}=\frac{n-1-n\,u}{t}.$$

For $n>1$ the numerator starts at the positive value $n-1$ and falls steadily as $u$ grows. It changes sign once, from plus to minus. The current therefore rises to a single maximum and then falls. The maximum lies at

$$u_m=\frac{n-1}{n}=1-\frac1n .$$

Since $t=t_0u^{1/n}$,

$$\boxed{\,t_m=t_0\left(1-\frac1n\right)^{1/n}\,},\qquad n>1.$$

The bracket is below 1, so $t_m<t_0$. The peak also moves later as $n$ grows at fixed $t_0$. To see this, set $y=1/n$, so that $\ln(t_m/t_0)=y\ln(1-y)$. The derivative with respect to $y$ is $\ln(1-y)-y/(1-y)$. Both terms are negative, so $t_m$ falls with $y$ and rises with $n$.

### Values at the peak

Let $q=u_m=1-1/n$. The switched fraction at the peak is

$$c_m=1-e^{-q}=1-\exp\left[-\left(1-\frac1n\right)\right].$$

It does not contain $t_0$. Taking the logarithm of $1-c_m$ gives $\ln(1-c_m)=-1+1/n$, hence

$$n=\frac{1}{1+\ln(1-c_m)} .$$

The fraction of the total charge that has passed at the peak thus determines $n$, provided that the KAI law holds.

For the height, $(t_m/t_0)^{n-1}=q^{(n-1)/n}=q^{\,q}$, and therefore

$$j_m=\frac{2P}{t_0}\,n\,q^{\,q}\,e^{-q}.$$

### The case $n=1$

At $n=1$ the current is

$$j(t)=\frac{2P}{t_0}\,e^{-t/t_0},\qquad \frac{j'}{j}=-\frac1{t_0}.$$

It decreases from the first instant. Its largest value, $j(0)=2P/t_0$, is an endpoint maximum, where the slope is $j'(0)=-2P/t_0^2$ and not zero.

Inserting $n=1$ in the formula for $t_m$ gives $t_m=0$. This is the correct place of the maximum, but the condition $j'=0$ is not met there. The numerator $n-1-nu$ reduces to $-u=-t/t_0$, which does vanish at $t=0$. The denominator $t$ cancels this zero and leaves $-1/t_0$.

The cause lies in $h$. At $n=1$ it has the constant value $1/t_0$: an unswitched point is as likely to switch in the next short interval as it was at the start. Nothing makes the current grow, while the amount left to switch decreases. For $n>1$ the rate $h$ starts at zero and grows, and its competition with depletion makes the peak.

For $0<n<1$ the numerator $n-1-nu$ is negative at all $t>0$, so again there is no peak. The current then diverges as $t^{n-1}$ at the origin, but the charge passed up to time $t$, $2Pc(t)$, stays finite.

### Two one-dimensional pictures

Let all nuclei be present at $t=0$, with density $\rho$ per length, and let each send out two walls of speed $v$. A point has been reached by time $t$ if a nucleus lies within $vt$ on either side. The mean number of such nuclei is

$$N=2\rho vt,\qquad n=1,\qquad t_0=\frac1{2\rho v}.$$

The current is proportional to the number of moving walls. Two facing walls meet when $2vt$ equals the gap between their nuclei. For random nuclei the probability that a gap exceeds $2vt$ is $e^{-2\rho vt}=e^{-t/t_0}$. All walls exist at the start and are then lost in pairs, so the current can only fall.

Now let nuclei appear steadily, at rate $J$ per length and time. A nucleus born at time $s$ reaches a point by time $t$ if it lies within $v(t-s)$. Hence

$$N=\int_0^t 2Jv(t-s)\,ds=Jvt^2,\qquad n=2,\qquad t_0=\frac1{\sqrt{Jv}} .$$

There are no walls at $t=0$. They must first be created, and later they are lost by meeting. The current rises and then falls.

Simulations with random nuclei agree with both pictures. In the first, the fraction of walls left at $t=t_0$ is 0.3685, against $e^{-1}=0.3679$. In the second, the peak is found at $0.705\,t_0$, against $t_0/\sqrt2=0.707\,t_0$. The maximum is broad, so the simulated position is good to a few per cent.

### How the peak disappears as $n\to1$

Set $n=1+\varepsilon$ with small $\varepsilon>0$. Then $1-1/n=\varepsilon/(1+\varepsilon)$, and

$$\ln\frac{t_m}{t_0}=\frac{\ln\varepsilon-\ln(1+\varepsilon)}{1+\varepsilon}
=\ln\varepsilon+\varepsilon\ln\frac1\varepsilon-\varepsilon+O(\varepsilon^2|\ln\varepsilon|).$$

Exponentiation gives

$$t_m=\varepsilon t_0\left[1+\varepsilon\ln\frac1\varepsilon-\varepsilon+\dots\right].$$

To leading order this is the scaling estimate $(n-1)t_0$, with prefactor 1.

For the height, use $\ln n=\varepsilon+O(\varepsilon^2)$ and $q=\varepsilon+O(\varepsilon^2)$:

$$\ln\frac{j_mt_0}{2P}=\ln n+q\ln q-q=\varepsilon\ln\varepsilon+O(\varepsilon^2|\ln\varepsilon|).$$

The two terms linear in $\varepsilon$ cancel. Since $\varepsilon\ln\varepsilon<0$, the height approaches $2P/t_0$ from below, and more slowly than $\varepsilon$ itself.

The value at the origin behaves differently: $j(0)=0$ for every $n>1$, but $j(0)=2P/t_0$ for $n=1$. At any fixed $t>0$ the factor $(t/t_0)^{\varepsilon}$ tends to 1, and the current tends to the $n=1$ exponential. The convergence is not uniform, because at $t=0$ the difference stays equal to $2P/t_0$.

The time range in which this matters is very short. While $u\ll1$, the current is $(2P/t_0)\,n\,(t/t_0)^\varepsilon$. It reaches half of $2P/t_0$ at $t/t_0=(2n)^{-1/\varepsilon}$, which is less than $2^{-100}$ for $\varepsilon=0.01$. No physical switching process is described by the law at such times. On a linear time scale a curve with $n$ this close to 1 looks like one that starts near its full value: for $n=1.01$ the current is already $0.94\times 2P/t_0$ at $t=10^{-3}t_0$, and its peak is 4.5% below $2P/t_0$.

### The opposite limit, large $n$

With $y=1/n$ small, $y\ln(1-y)=-y^2+O(y^3)$, so

$$t_m\simeq t_0\left(1-\frac1{n^2}\right).$$

The peak approaches $t_0$, and $c_m$ approaches $1-e^{-1}$. In the height, $q\to1$ and $q^{\,q}\to1$, so $j_m\simeq(2P/t_0)\,n/e$, where $e$ is the base of natural logarithms.

The growth with $n$ reflects a narrowing pulse. Put $t=t_0(1+s/n)$ with fixed $s$. Then $u=(1+s/n)^n\to e^s$, so switching takes place within a time of order $t_0/n$ around $t_0$. The same charge $2P$ passes in this shorter time.

## Numbers and comparison

The current scale is

$$\frac{2P}{t_0}=\frac{2\times0.25\ \mathrm{C/m^2}}{2\ \mu\mathrm{s}}=250\ \mathrm{kA/m^2}.$$

For $n=2$, $q=1/2$, and

$$t_m=2\ \mu\mathrm{s}\times\sqrt{0.5}=1.414\ \mu\mathrm{s},\qquad c_m=1-e^{-0.5}=0.393,$$

$$j_m=250\times2\times0.7071\times0.6065\ \mathrm{kA/m^2}=214.4\ \mathrm{kA/m^2}.$$

The table compares the estimate with the exact times and gives the exact heights. Errors are relative to the exact time.

| $n$ | $t_{\rm est}$ (µs) | $t_m$ (µs) | error | $j_m$ (kA/m²) |
|---|---|---|---|---|
| 1.01 | 0.020 | 0.0207 | −4% | 238.8 |
| 1.1 | 0.20 | 0.226 | −12% | 201.9 |
| 1.5 | 1.00 | 0.9615 | +4% | 186.3 |
| 2 | 2.00 | 1.414 | +41% | 214.4 |
| 3 | 2.00 | 1.747 | +14% | 293.9 |
| 4 | 2.00 | 1.861 | +7% | 380.7 |

The time estimate has the right limits at both ends. It is worst in the table at $n=2$, where its two branches join. There the true depletion rate is $h=2t/t_0^2$. Setting it equal to the growth rate $1/t$ gives $t=t_0/\sqrt2$, whereas the constant rate $1/t_0$ gives $t_0$. The small error at $n=1.5$ does not show that the estimate is accurate in general: its error changes sign between $n=1.1$ and $n=1.5$.

The height estimate of 250 kA/m² is too high from $n=1.01$ to $n=2$ and too low at $n=3$ and 4. The exact height first falls and then rises with $n$. This follows from

$$\frac{d}{dq}\ln\frac{j_mt_0}{2P}=\frac{d}{dq}\left[-\ln(1-q)+q\ln q-q\right]=\frac1{1-q}+\ln q .$$

The right-hand side increases with $q$, from $-\infty$ at $q\to0$ to $+\infty$ at $q\to1$, so there is one minimum. The expression is negative at $n=1.1$ and positive at $n=1.5$, which places the minimum between these values.

At $n=1$ the current starts at 250 kA/m² with slope −125 kA/(m² µs). At the fixed time $t=1\ \mu\mathrm{s}$ it is 151.6 kA/m², against 152.6 for $n=1.01$ and 160.9 for $n=1.1$. The curves approach each other at this time, although their values at $t=0$ do not.

## When the result fails

The field must reach its final value in a time much shorter than $t_m$. For $n=1.01$ this means much less than 0.02 µs. If the field is still rising, wall speed and nucleation rate change with time, and a constant $t_0$ does not describe the process. A current peak seen during the rise of the field, or within several rise times of the step, is then no evidence for $n>1$. Take the $n=1$ picture with a field that rises as $1-e^{-t/t_r}$, $t_r\ll t_0$, and a wall speed proportional to the field. The relative growth rate of the speed, about $e^{-t/t_r}/t_r$, equals the depletion rate $1/t_0$ at $t\approx t_r\ln(t_0/t_r)$, and the current peaks there. For $t_r=0.01\,t_0$ this is $4.6\,t_r$, when the field has already reached 99% of its final value.

In nucleation-limited switching, different regions have widely different waiting times. Suppose that each region follows the $n=1$ law with its own switching time $\tau$, and that $g(\tau)$ is the normalized distribution of these times. The total current is

$$j(t)=2P\int_0^\infty g(\tau)\,\frac{e^{-t/\tau}}{\tau}\,d\tau .$$

Every contribution decreases with time, so the sum has no peak at $t>0$ either. If the regions have $n>1$, each has its own peak time, and the maximum of the summed current is in general not given by the formula for $t_m$ with a single $t_0$. The relation between $c_m$ and $n$ was derived for a single $t_0$ too, and it need not hold for the sum. The numerical output below lists the values for the single-$t_0$ law and for the two simulations.

## Computed results

```
switching time t0 = 2.00 microseconds
polarization P = 0.25 C/m^2
current scale 2P/t0 = 250.0 kA/m^2
Peaks found numerically; formula time beside them
n | t_m num (us) | t_m formula (us) | t_m/t0 | c_m | j_m (kA/m^2)
1.001 | 0.002012 | 0.002012 | 0.001006 | 0.000999 | 248.281
1.01 | 0.020728 | 0.020728 | 0.010364 | 0.009852 | 238.845
1.1 | 0.226105 | 0.226105 | 0.113052 | 0.086899 | 201.920
1.5 | 0.961500 | 0.961500 | 0.480750 | 0.283469 | 186.306
2 | 1.414214 | 1.414214 | 0.707107 | 0.393469 | 214.441
3 | 1.747161 | 1.747161 | 0.873580 | 0.486583 | 293.858
4 | 1.861210 | 1.861210 | 0.930605 | 0.527633 | 380.693
n=1: j(0) = 250.000 kA/m^2
n=1: dj/dt at 0 = -125.000 kA/(m^2 us)
Limit: e = n-1 | t_m/(t0 e) | (1 - j_m t0/2P)/(e ln(1/e))
0.01 | 1.036390 | 0.968886
0.001 | 1.005920 | 0.995634
0.0001 | 1.000821 | 0.999445
Current at fixed t = 1.00 us:
  n=1: 151.633 kA/m^2
  n=1.001: 151.732 kA/m^2
  n=1.01: 152.617 kA/m^2
  n=1.1: 160.925 kA/m^2
Nuclei at start: density 0.5, speed 0.5, t0 = 2.00 us
t/t0 | unswitched sim | walls left sim | exp(-t/t0)
0.25 | 0.7788 | 0.7794 | 0.7788
0.50 | 0.6062 | 0.6072 | 0.6065
1.00 | 0.3672 | 0.3685 | 0.3679
2.00 | 0.1346 | 0.1348 | 0.1353
Steady nucleation: rate 0.5, speed 0.5, t0 = 2.00 us
t/t0 | unswitched sim | exp(-(t/t0)^2)
0.25 | 0.9387 | 0.9394
0.50 | 0.7775 | 0.7788
1.00 | 0.3675 | 0.3679
1.50 | 0.1056 | 0.1054
simulated peak t_m/t0 = 0.705
simulated mean t0 dc/dt for t < 0.05 t0 = 0.052
```
